The non-relativistic dynamic dipole polarisability of hydrogen 1s in closed form, part 2

The problem is the linear polarisability α of non-relativistic hydrogen 1s in a field cos Ωt along z (dipole approximation, point nucleus, no damping). With reduced mass μ, a = 4πε₀ħ²/(μe²), ω₀ = ħ/(μa²) and w = Ω/ω₀, α_SI = 4πε₀a³α and 4πε₀a³ω₀² = e²/μ. Lengths are in a, energies in ħω₀. H = −½∇² + V, V = −1/r, E₀ = −½, ψ₀ = π^(−1/2)e^(−r).

The radial functions s = 2r²e^(−r) and v = 2re^(−r) = (H₁ − E₀)s represent zψ₀ and −∂ψ₀/∂z, and ⟨f|g⟩ = ∫₀^∞ f g dr:

α(w) = P(w) + P(−w),  w → w + i0.   (1)

P(w) = ⅓⟨s|G|s⟩,  G = (H₁ − E₀ − w)⁻¹,  H₁ = −½ d²/dr² + 1/r² − 1/r,   (2)

Over excited states n (continuum included) with excitation energies w_n, α = Σ f_n/(w_n² − w²), f_n = 2w_n|⟨n|z|ψ₀⟩|².

With Re ν > 0, κ = 1/ν, η = (1 − κ)/(1 + κ) and x = η², the closed form is

α(w) = [Q(ν₊) + Q(ν₋) − 1]/w²,  ν± = (1 ∓ 2w)^(−1/2),   (3)

Q(ν) = 2ν²/[(1 + ν)²(2 − ν)] · ₂F₁(1, −1 − ν; 3 − ν; x),   (4)

Here Q = ⅓⟨v|G|v⟩ (velocity form), and

P = −1/w − 1/(2w²) + Q/w²,   (10)

Q = ⅔ν²/(1+ν)² + (4/3)ν³/(1+ν)³ + (16/3)ν⁵/(1+ν)⁵ − (64/3)ν⁶(1 − ν)Φ/(1+ν)⁷,   (15)

with Φ = ∫₀¹t^(1−ν)(1 − xt)⁻¹dt.

The first derivation expanded Gs in Sturmian functions S_n = y²e^(−y/2)L_n(y), y = 2r/ν, with Laguerre polynomials L_n (upper index 3):

(H₁ − E₀ − w)S_n = (n + 2 − ν)S_n/(νr),   (6)

The second used

(H₁ − E₀) r^j e^(−r) = {[1 − j(j−1)/2] r^(j−2) + (j − 1) r^(j−1)} e^(−r).   (12)

and solved for Gv = r²χ with χ = ∫h(p)e^(−pr)dp from κ to 1, Γ(p) = (p² − κ²)h(p) and Γ(κ) = 0:

rχ″ + 4χ′ + 2χ − κ²rχ = −4e^(−r).   (13)

χ(r) = 2ν ∫₀¹ t^(1−ν) {2κ/[(1 + κ)(1 − ηt)]}⁴ e^(−p(t)r) dt.   (14)

with p(t) = κ(1 + ηt)/(1 − ηt).

## Small frequency

From (10), Q(w) = ½ + w + w²P(w), so the coefficient of w² in α is twice that of w⁴ in Q(ν₊). Since x = O(w²), the terms of the series (4) through x² suffice. The binomial series are

ν = 1 + δ,  δ = w + 3w²/2 + 5w³/2 + 35w⁴/8 + …,

1 − κ = w(1 + w/2 + w²/2 + 5w³/8 + 7w⁴/8 + …).

Squaring the bracket gives D = 1 + w + 5w²/4 + 7w³/4 + 21w⁴/8. Because (1 − κ)(1 + κ) = 2w, one has η = (1 − κ)²/(2w) = wD/2 and 1/(1 + κ)² = D/4. Therefore

x = w²D²/4 = w²/4 + w³/2 + 7w⁴/8 + ….

The prefactor of (4) is 2/[(1 + κ)²(1 − δ)] = D/[2(1 − δ)]. With δ² = w² + 3w³ + 29w⁴/4, δ³ = w³ + 9w⁴/2 and δ⁴ = w⁴, the geometric series is 1/(1 − δ) = 1 + w + 5w²/2 + 13w³/2 + 137w⁴/8. Its product with D has the coefficients 1, 2, 5/2 + 1 + 5/4 = 19/4, 13/2 + 5/2 + 5/4 + 7/4 = 12 and 137/8 + 13/2 + 25/8 + 7/4 + 21/8 = 249/8, so

prefactor = ½ + w + 19w²/8 + 6w³ + 249w⁴/16 + ….

The coefficient of x is −(2 + δ)/(2 − δ) = −(1 + δ + δ²/2 + …) = −(1 + w + 2w² + …), so the x term is −w²/4 − 3w³/4 − 15w⁴/8. The coefficient of x² at ν = 1 is (−2)(−1)/(2·3) = ⅓, so the x² term is w⁴/48. Together ₂F₁ = 1 − w²/4 − 3w³/4 − 89w⁴/48. The product has

w²: 19/8 − 1/8 = 9/4,

w³: 6 − 1/4 − 3/8 = 43/8,

w⁴: 249/16 − 19/32 − 3/4 − 89/96 = (1494 − 57 − 72 − 89)/96 = 319/24.

The odd powers cancel between ν₊ and ν₋, the constants ½ + ½ cancel the −1 in (3), and

α = 9/2 + 319w²/12 + 297541w⁴/1728 + …,   (16)

where the last coefficient is twice the w⁶ coefficient 297541/3456 of Q, obtained by carrying the same expansion further in exact rational arithmetic.

The coefficients can be had without the closed form. Expanding G in w gives P = ΣM_(k+1)w^k with M_j = ⅓⟨s|(H₁ − E₀)^(−j)|s⟩, so α = 2(M₁ + M₃w² + M₅w⁴ + …). In the Dalgarno–Lewis method one solves (H₁ − E₀)u₁ = s and (H₁ − E₀)u₂ = u₁ in polynomials times e^(−r). The solutions are unique because H₁ has no eigenvalue at E₀. By (12), r² → r, r³ → 2r² − 2r and r⁴ → 3r³ − 5r². For u₁ the r² equation is 2c₃ = 2 and the r equation is c₂ − 2c₃ = 0, so u₁ = (2r² + r³)e^(−r). For u₂ the equations are 3c₄ = 1, 2c₃ − 5c₄ = 2 and c₂ = 2c₃, so u₂ = (11r²/3 + 11r³/6 + r⁴/3)e^(−r). Then

M₁ = ⅓⟨s|u₁⟩ = ⅓(4·3/4 + 2·15/8) = 9/4,

M₃ = ⅓⟨u₁|u₂⟩ = ⅓[(22/3)(3/4) + (22/3)(15/8) + (5/2)(45/8) + (1/3)(315/16)] = ⅓·319/8 = 319/24,

where 22/3, 22/3, 5/2 and 1/3 are the coefficients of r⁴ to r⁷ in the product of the polynomials. This confirms 9/2 and 319/12. The program tests the equality of the coefficients of Q with these moments through w⁸ as exact fractions.

All coefficients of (16) are positive, since 2M_(k+1) = Σf_n/w_n^(k+2). The series converges up to the nearest pole, w₂ = 3/8. That pole dominates the high moments, so M_j/M_(j+1) tends to 3/8, and the hierarchy gives M₄₀/M₄₁ = 0.37501.

## High frequency

Large |w| means small ν±, and (15) is suited to that. Expanding the rational part,

⅔ν²(1 − 2ν + 3ν² − 4ν³) + (4/3)ν³(1 − 3ν + 6ν²) + (16/3)ν⁵ + O(ν⁶),

the coefficients are ⅔ for ν², −4/3 + 4/3 = 0 for ν³, 2 − 4 = −2 for ν⁴ and −8/3 + 8 + 16/3 = 32/3 for ν⁵.

For Φ, compare it with Φ₀ = ∫₀¹t(1 − xt)⁻¹dt = −1/x − ln(1 − x)/x², which follows from t/(1 − xt) = −1/x + 1/[x(1 − xt)]. With ℓ = −ln t ≥ 0, the exponential series gives |t^(−ν) − 1| = |e^(νℓ) − 1| ≤ |ν|ℓ e^(|ν|ℓ), and |1 − xt| ≥ 1 − t for |x| ≤ 1. Expanding 1/(1 − t) and using ∫t^(b−1)ℓ dt = 1/b²,

|Φ − Φ₀| ≤ |ν| Σ_(j≥0) (j + 2 − |ν|)⁻² = |ν| ψ′(2 − |ν|),

with ψ′ the trigamma function. This is O(ν) uniformly for Re ν ≥ 0, including the cut. In Φ₀, ln(1 − x) = ln 4ν − 2ln(1 + ν), x = 1 − 4ν + O(ν²) and 1/x² = 1 + 8ν + O(ν²), so Φ = −(1 + 8ν)ln 4ν − 1 + O(ν). The factor (1 − ν)/(1 + ν)⁷ is 1 − 8ν + O(ν²), and the terms ν ln ν cancel in the product. Hence

Q = ⅔ν² − 2ν⁴ + (32/3)ν⁵ + (64/3)ν⁶ ln ν + cν⁶ + O(ν⁷),   (17)

with a constant c that will drop out.

Let 0 ≤ arg w ≤ π. The even powers are rational in w:

ν±² = ∓1/(2w) − 1/(4w²) ∓ 1/(8w³) + O(w⁻⁴),  ν±⁴ = 1/(4w²) ± 1/(4w³) + O(w⁻⁴).

The sums over both signs are −1/(2w²) and +1/(2w²) up to O(w⁻⁴), and they contribute ⅔(−½) − 2(½) = −4/3 times w⁻². For the other terms the branch matters. With (2w)^(−1/2) of argument −(arg w)/2, the roots with non-negative real part are ν₋ = (2w)^(−1/2) and ν₊ = i(2w)^(−1/2), each times 1 + O(1/w). Then ν₊⁵ + ν₋⁵ = (1 + i)(2w)^(−5/2), and (32/3)/(4√2) = 4√2/3. Further ν±⁶ = ∓(2w)⁻³, so c cancels, and ln ν₊ = ln ν₋ + iπ/2 + O(1/w) makes the logarithms of w cancel too, leaving (64/3)(−iπ/2)/(8w³) = −(4πi/3)w⁻³. The neglected terms are O(w^(−7/2)). Dividing by w² as in (3),

α = −1/w² − 4/(3w⁴) + (4√2/3)(1 + i)w^(−9/2) − (4πi/3)w⁻⁵ + O(w^(−11/2)).   (18)

On w = iξ one has w^(−9/2) = ξ^(−9/2)(1 − i)/√2 and w⁻⁵ = −iξ⁻⁵, so

α(iξ) = 1/ξ² − 4/(3ξ⁴) + (8/3)ξ^(−9/2) − (4π/3)ξ⁻⁵ + O(ξ^(−11/2)),   (19)

real, as α(iξ) = Σf_n/(w_n² + ξ²) must be. In SI the first two terms of (18) are −e²/(μΩ²) − 4e²ω₀²/(3μΩ⁴).

These two terms are not the start of a series in 1/w². The exact identity 1/(w_n² − w²) = −1/w² − w_n²/w⁴ + w_n⁴/[w⁴(w_n² − w²)] shows that their coefficients are the sums S(k) = Σf_nw_n^k for k = 0 and 2. Since f_n = ⅔w_n⟨n|s⟩² and w_n⟨n|s⟩ = ⟨n|v⟩, the first is S(0) = ⅔⟨s|v⟩ = 1, the Thomas–Reiche–Kuhn sum rule. The second is S(2) = ⅔⟨v|H₁ − E₀|v⟩. Equation (12) with j = 1 gives (H₁ − E₀)v = 2e^(−r)/r, the boundary term vv′ vanishes at the origin, and S(2) = ⅔∫4e^(−2r)dr = 4/3. The next sum, S(3), would be ⅔∫4e^(−2r)r⁻²dr, which diverges at the nucleus, and S(4), the would-be coefficient of w⁻⁶, diverges with it. The same fact appears in the spectrum. For the continuum, 1/(w′² − (w + i0)²) has imaginary part πδ(w′ − w)/(2w), so Im α = (π/2w)df/dw, and (18) gives df/dw → [8√2/(3π)]w^(−7/2). The sums S(k) exist only for k < 5/2.

The value 4/3 has a mechanical reading. A charge held by a spring of constant K has α = 1/(K − w²) = −1/w² − K/w⁴ − …. An electron cloud shaken rigidly through a small distance feels the mean curvature ⟨∂²V/∂z²⟩ = ⅓⟨∇²V⟩, and ∇²(−1/r) = 4πδ(r) with |ψ₀(0)|² = 1/π gives K = 4/3. The agreement is an identity. With ∂ = ∂/∂z, w_n⟨n|z|ψ₀⟩ = −⟨n|∂ψ₀⟩ gives S(2) = 2⟨∂ψ₀|H − E₀|∂ψ₀⟩. Differentiating (H − E₀)ψ₀ = 0 gives (H − E₀)∂ψ₀ = −(∂V)ψ₀, so S(2) = −∫(∂V)∂(ψ₀²)d³r = ⟨∂²V/∂z²⟩ after one integration by parts. Away from the origin ∂²V/∂z² = (r² − 3z²)/r⁵ is not zero, but its average over angles is, so the mean curvature comes entirely from the nucleus, and the divergence of S(3) comes from the same point.

The program multiplies the residual of (18) and (19) by |w|^(11/2) and asserts that it stays below 12. From the closed form it is 8.67 on the real and 8.58 on the imaginary axis at |w| = 10⁴, and 9.00 and 8.98 at |w| = 10⁶. From a finite-difference solution of the radial equation, which uses only (1) and (2), it is 5.585 at ξ = 25 and 6.171 at ξ = 50. The values suggest a coefficient of modulus near 9 for the w^(−11/2) term, which has not been derived here. The very large frequencies test the mathematics only. The dipole approximation needs Ωa/c ≪ 1, and Ωa/c = we²/(4πε₀ħc) is roughly w/137, so (18) as a whole is assured for a real atom only for 1 ≪ w ≪ 137. The leading term is more robust in the forward direction, as the worked example explains, but the w⁻⁴ term, of relative size 4/(3w²), sinks to the level of the omitted corrections of order (1/137)² as w approaches 137.

## What each derivation assumes

Both start from (1) and (2), and so share every physical assumption. They differ in what they need of the mathematics.

The Sturmian road works in the length form and needs a complete basis, the three Laguerre properties and the symmetry of H₁ between S_n and Gs. It is valid directly for every real ν > 0 that is not a pole, including the region between the Rydberg lines, and each pole appears as the zero of one denominator n + 2 − ν. It uses analytic continuation to reach complex w, and the cut only as a boundary value after Euler's transformation. The terms −1/w − 1/(2w²) come out of two geometric-type sums, with no hint of their meaning. The outgoing boundary condition never appears in r, and enters only through the choice of branch for ν.

The exponential road needs no completeness. It needs the identity (H₁ − E₀)s = v, a source that is a pure exponential after the factor r is removed, coefficients linear in r, and uniqueness of the regular decaying solution. It is valid directly for Re ν < 2 with Re κ ≥ 0, which covers all real w < 3/8, the imaginary axis and the real axis above threshold, and it displays the outgoing wave. It fails where the first road is at ease, for real ν > 2, because the end-point condition Γ(κ) = 0 is lost, and there it relies on continuation. It explains the split (10) as the passage from length to velocity form, which relies on the potential being local, so that [H, z] = −∂/∂z.

Both rest on the pure Coulomb potential: a screened potential destroys (6) and the linear coefficients of (13). The moment expansion and the form S(2) = ⅓⟨∇²V⟩ survive for the spherical ground state of a local central potential, though the moments are then in general no longer given by polynomials.

The program tests the Sturmian equation, norms and overlaps directly. For the second road it tests (H₁ − E₀)s = v and the end result, Q of (4) against a finite-difference value of ⅓⟨v|G|v⟩ at six frequencies. The function (14) itself is not tested. The full α agrees with finite differences within 10⁻⁷ relative to the finite-difference value at eight frequencies, among them w = 0.4 between the 2p and 3p poles, where α = −16.822645, w = i, where α = 0.74244075, and w = 1 + i0, where α = −1.2059798 + 0.36270541i.

## Worked example: hydrogen at 532 nm and at 5 nm

With the electron–proton reduced mass μ = 9.1044253×10⁻³¹ kg, the units are a = 5.2946541×10⁻¹¹ m, ω₀ = 4.1318870×10¹⁶ rad/s and 4πε₀a³ = 1.6514726×10⁻⁴¹ C m² V⁻¹. The static value is 4.5 × 1.6514726×10⁻⁴¹ = 7.432×10⁻⁴¹ C m² V⁻¹, or α_SI/(4πε₀) = 0.6679 Å³. Dimensionless numbers carry many digits so that the arithmetic can be followed. SI results are cut to four figures or fewer, because the relativistic corrections, which the model omits, are about (1/137)² of α in the static limit and at 532 nm.

At 532 nm, Ω = 3.5406984×10¹⁵ rad/s and w = Ω/ω₀ = 0.08569204. Then ν₊ = (1 − 2w)^(−1/2) = 1.0985589, x₊ = (0.0985589/2.0985589)² = 0.0022057168 and the series in (4) sums to 0.9975676546, so

Q₊ = 2 × 1.0985589²/(2.0985589² × 0.9014411) × 0.9975676546 = 0.60651201.

Likewise ν₋ = 0.92395398, x₋ = 0.0015622971, ₂F₁ = 0.9985528369 and Q₋ = 0.42803721. By (3),

α = (0.60651201 + 0.42803721 − 1)/0.08569204² = 0.03454922/0.08569204² = 4.70497,

and finite differences give the same 4.7049741. The subtraction of 1 costs more than one figure, which is the price of the velocity form at low frequency. In SI, α_SI = 7.770×10⁻⁴¹ C m² V⁻¹, or 0.6983 Å³. In (16) the w² term is 0.195205 and the w⁴ term 0.009285. The partial sums 4.695205 and 4.704489 lie below the exact value by 0.21 % and 0.010 % of it, below because every omitted term is positive.

At 5 nm, Ω = 3.7673031×10¹⁷ rad/s and w = 9.11763342, above threshold. Here ν₊ = 0.24087459i and x₊ = 0.58534801 − 0.81078216i, of modulus 1, with ₂F₁ = 0.74480769 + 0.19762213i and Q₊ = −0.04177112 + 0.00391814i. The other branch is real: ν₋ = 0.22800842, x₋ = 0.395205, ₂F₁ = 0.82941076 and Q₋ = 0.03227283. Then

α = (−1.00949829 + 0.00391814i)/9.11763342² = −0.01214343 + 0.00004713i,

again equal to the finite-difference value, found on a rotated radial ray that enforces the outgoing wave. In SI, α_SI = (−2.005×10⁻⁴³ + 7.78×10⁻⁴⁶ i) C m² V⁻¹.

The terms of (18) are −1.20292×10⁻², −1.92935×10⁻⁴, (9.03617×10⁻⁵)(1 + i) and −6.64780×10⁻⁵ i, the first two being −1.987×10⁻⁴³ and −3.186×10⁻⁴⁵ C m² V⁻¹. Relative to the exact real part, the free term alone is too small in magnitude by 0.94 %. The two-term form −1.222211×10⁻² is too large by 0.65 %, hardly better, and the sum with the w^(−9/2) term, −1.213175×10⁻², is too small by 0.10 %. The reason is in (18): the real part of the third term is (2/w)^(1/2) times the second, here 0.47, and of opposite sign. The imaginary part is not yet described by the expansion. The leading term 9.04×10⁻⁵ is 1.9 times the exact 4.71×10⁻⁵ and the sum of two terms, 2.39×10⁻⁵, is half of it, since the ratio of these terms is π/(2w)^(1/2), here 0.74.

At this wavelength Ωa/c = 0.0665. Its square, 4×10⁻³, sets the scale of the correction for scattering through large angles, where the form factor of the cloud enters. In the forward direction, which fixes the refractive index, the correction is much smaller. The −1 in (3) is the free-electron term and is unchanged there, and retardation only puts a factor e^(ikz), with k = Ωa/c in units of 1/a, on the source of Q. That factor raises the mean intermediate energy by k²/2. With ⟨∂ψ₀|∂ψ₀⟩ = ⅓ it adds about −k²/(3w²) = −(1/137)²/3 to Q(ν₊) + Q(ν₋), a relative change of 1.8×10⁻⁵ in α. The small imaginary part is more sensitive: a partial-wave solution of the non-relativistic problem with e^(ikz) kept raises it by about 9×10⁻⁴ of itself, which moves its third figure by one unit. Relativistic corrections at this wavelength are not estimated here, so the figures for 5 nm remain values of the model.

The program and its printed output follow under their own heading.

Values computed for the example and the checks

```
sum rules S(0), S(2) [w0^k]: 1 4/3
rational part of Q, coefficients nu^2..nu^5: 2/3 0 -2 32/3
alpha [4 pi eps0 a^3]: closed form | finite differences
  w=0.1: 4.7843003+0j | 4.7843003+0j
  w=0.3: 10.563889+0j | 10.563889+0j
  w=0.4: -16.822645+0j | -16.822645+0j
  w=1j: 0.74244075+0j | 0.74244075+0j
  w=50j: 0.0003998364+0j | 0.0003998364+0j
  w=0.6: -3.2977854+2.5050648j | -3.2977854+2.5050648j
  w=1.0: -1.2059798+0.36270541j | -1.2059798+0.36270541j
  w=20.0: -0.0025058978+1.670508e-06j | -0.0025058978+1.670508e-06j
series in w^0..w^4: nu+      : 1 1 3/2 5/2 35/8
series in w^0..w^4: x+       : 0 0 1/4 1/2 7/8
series in w^0..w^4: prefactor: 1/2 1 19/8 6 249/16
series in w^0..w^4: x term   : 0 0 -1/4 -3/4 -15/8
series in w^0..w^4: x^2 term : 0 0 0 0 1/48
series in w^0..w^6: Q        : 1/2 1 9/4 43/8 319/24 9673/288 297541/3456
first hierarchy polynomial, r^0..r^3: 0 0 2 1
moments M0..M5: 1 9/4 43/8 319/24 9673/288 297541/3456
alpha coefficients w^0, w^2, w^4: 9/2 319/12 297541/1728
moment ratio M40/M41 [w0]: 0.37501
f(1s->2p): 0.416197
f(1s->3p): 0.079102
|residual| |w|^5.5 at |w|=1e+04: real axis 8.6671, imaginary axis 8.5835
|residual| |w|^5.5 at |w|=1e+06: real axis 8.9969, imaginary axis 8.9818
|residual| xi^5.5, finite differences, xi=25: 5.585
|residual| xi^5.5, finite differences, xi=50: 6.171
mu = 9.1044253e-31 kg, a = 5.2946541e-11 m
w0 = 4.1318870e+16 rad/s, 4 pi eps0 a^3 = 1.6514726e-41 C m^2/V
static alpha = 7.431627e-41 C m^2/V = 0.667921 A^3 (volume)
lambda = 532 nm, Omega = 3.5406984e+15 rad/s, w = 0.08569204
  nu+ = 1.0985589+0j, x+ = 0.0022057168+0j
  2F1+ = 0.9975676546+0j, Q+ = 0.6065120129+0j
  nu- = 0.92395398+0j, x- = 0.0015622971+0j
  2F1- = 0.9985528369+0j, Q- = 0.4280372062+0j
  alpha = 4.7049741+0j [4 pi eps0 a^3], finite differences 4.7049741+0j
  alpha = 7.770136e-41+0.000000e+00j C m^2/V
  terms w^2, w^4: 0.195205, 0.009285 [4 pi eps0 a^3]
  partial sums: 4.695205, 4.704489 [4 pi eps0 a^3]
  volume alpha/(4 pi eps0) = 0.698345 A^3
lambda = 5 nm, Omega = 3.7673031e+17 rad/s, w = 9.11763342
  nu+ = 0+0.24087459j, x+ = 0.58534801-0.81078216j
  2F1+ = 0.7448076912+0.1976221326j, Q+ = -0.04177111587+0.003918142001j
  nu- = 0.22800842+0j, x- = 0.395205+0j
  2F1- = 0.8294107551+0j, Q- = 0.03227283354+0j
  alpha = -0.012143429+4.7132005e-05j [4 pi eps0 a^3], finite differences -0.012143429+4.7132005e-05j
  alpha = -2.005454e-43+7.783722e-46j C m^2/V
  term w^-2: -1.20292e-02+0.00000e+00j, sum -1.202917e-02+0.000000e+00j [4 pi eps0 a^3]
  term w^-4: -1.92935e-04+0.00000e+00j, sum -1.222211e-02+0.000000e+00j [4 pi eps0 a^3]
  term w^-4.5: 9.03617e-05+9.03617e-05j, sum -1.213175e-02+9.036165e-05j [4 pi eps0 a^3]
  term w^-5: 0.00000e+00-6.64780e-05j, sum -1.213175e-02+2.388365e-05j [4 pi eps0 a^3]
  -e^2/(mu Omega^2) = -1.986585e-43 C m^2/V
  -4 e^2 w0^2/(3 mu Omega^4) = -3.186263e-45 C m^2/V
  retardation parameter Omega a/c = 0.0665
```
